# MMUT propagation in real-time DFT: alternating instability, starter and restart interval, part 2

The modified midpoint unitary transformation (MMUT) propagates the one-spin density matrix $P$ of a closed-shell system, in an orthonormal basis, under $i\hbar\dot P=[F[P],P]$, with the Kohn-Sham matrix $F$ in joules. With $t_n=n\Delta t$ and $F_n=F[P_n]$, one step is

$$P_{n+1}=U_nP_{n-1}U_n^\dagger,\qquad U_n=\exp(-2i\Delta t\,F_n/\hbar)$$

and costs one Fock build. To obtain $P_1$, the first-order starter conjugates $P_0$ with $\exp(-i\Delta tF_0/\hbar)$. The second-order starter first forms $P_{1/2}$ with $\exp(-i\Delta tF_0/2\hbar)$, then conjugates $P_0$ with $\exp(-i\Delta tF[P_{1/2}]/\hbar)$, for one more build. A restart at step $n$ discards $P_{n-1}$ and applies the starter to $P_n$.

With $\tau=\Delta t$, the exact propagator from $t_n-\tau$ to $t_n+\tau$ has the Magnus exponent $-2i\Delta tF(t_n)/\hbar+O(\Delta t^3)$.

Write $P_n=Q(t_n)+(-1)^nR(t_n)$, with $Q$ and $R$ smooth and $R$ the small alternating (parasitic) part. For small steps

$$i\hbar\dot R=[F[Q],R]-[\delta F[R],Q].$$

Near the ground state $P_0$, $x=u+iv$ is the virtual-occupied block of $P_n-P_0$, $D=\operatorname{diag}(\Delta_{ai})$ contains the orbital gaps, $\theta_{ai}=\Delta_{ai}\Delta t/\hbar$ and $K_{ai,bj}=(ai|f_{\rm H}+f_{\rm xc}|bj)$. For a local or semilocal functional and real orbitals,

$$x_{n+1}=e^{-2i\theta}x_{n-1}-(1-e^{-2i\theta})D^{-1}\,4K\operatorname{Re}x_n .$$

Modes vary as $\lambda^n$, $\lambda=c\pm\sqrt{c^2-1}$, where the roots $c$ are the eigenvalues of

$$H=\begin{pmatrix}-G&C\\C&0\end{pmatrix},$$

with $G=T\,4K\,T$, $T=|\sin\theta|D^{-1/2}$, $C=\cos\theta$. If no $\sin\theta$ or $\cos\theta$ vanishes, the number of roots $c<-1$ (growing alternating modes) equals the number of negative eigenvalues of $D-4K$, whatever $\Delta t$. For small steps the physical frequencies $\omega$ (Casida equation) and parasitic rates $\gamma$ obey

$$D^{1/2}(D+4K)D^{1/2}z=\hbar^2\omega^2z,\qquad D^{1/2}(D-4K)D^{1/2}z=-\hbar^2\gamma^2z .$$

For one pair, $c_\pm=-\alpha S\pm\sqrt{\alpha^2S^2+\cos^2\theta}$ with $\alpha=2K/\Delta$, $S=\sin^2\theta$. Its small-step rate, $\hbar\gamma=\sqrt{\Delta(4K-\Delta)}$, is a lower bound on the largest true rate.

Undamped Roothaan iteration gives $x'=-D^{-1}4Kx$; the largest eigenvalue $\mu_{\max}$ of $D^{-1}4K$ exceeds 1 under the same instability condition.

### Where the result stops

With exact exchange $\delta F=ax+bx^*$ with $a\ne b$, and the finite-step proof does not apply. The small-step equation for $R$ still does. For real $a,b$ it reads $\hbar\dot u=(D-a+b)v$, $\hbar\dot v=-(D-a-b)u$, and positive definiteness of both matrices is sufficient for stability in that limit. Far from equilibrium $Q(t)$ varies, and the ground-state rate is only a guide. The root count remains valid for $\theta>\pi/2$, but there the fast physical modes, with $c\approx\cos\theta$, can have $c<0$ themselves and are no longer separated from the alternating ones.

## Seeding, breakdown time and restarts

The physical modes define a one-step map from $x_0$ to a value $\tilde x_1$ that excites no parasitic mode. Their frequencies and eigenvectors differ from the exact ones by relative $O(\Delta t^2)$, so over one step $\tilde x_1=x(\Delta t)+O(\Delta t^3)$. If the starter delivers $x_1=\tilde x_1+\eta$, the excess data split at leading order as $(0,\eta)=\tfrac12(\eta,\eta)+\tfrac12(-\eta,\eta)$, and the alternating half is the seed. Over one step the exact exponent is $-i\Delta tF(\Delta t/2)/\hbar+O(\Delta t^3)$, by the Magnus result with $\tau=\Delta t/2$. The first-order starter uses $F_0$, which is off by $\dot F\Delta t/2$, so $\eta=O(\Delta t^2)$. The second-order starter has a midpoint Fock error $O(\Delta t^2)$, multiplied by $\Delta t$, so $\eta=O(\Delta t^3)$.

Let $s$ be the coefficient of the growing mode relative to $\|x_0\|$. It rivals the signal when $se^{\gamma t}\sim1$, at $t^*\approx\gamma^{-1}\ln(1/s)$. Both signal and seed are linear in the kick, so a weaker kick does not help. At linear order a mode of a symmetry the kick does not excite is seeded only by rounding and by incomplete SCF convergence. That seed does not scale with the kick, and the mode appears later only if its own $\gamma^{-1}\ln(1/s)$ is the larger.

A restart after $M$ steps treats $P_n$, including its parasitic part of relative size about $se^{\gamma M\Delta t}$, as new initial data and plants a fresh seed. One cycle is a real linear map $x_0\to x_M$ with spectral radius $\rho$, and $\ln\rho/(M\Delta t)$ is the residual growth rate. Acting on the kicked state, the map differs from a neutral one by roughly $se^{\gamma M\Delta t}$, so restarts bound the damage per cycle without making it zero. Other perturbations can have larger seeds. A cycle costs $M+1$ builds, and reversibility is lost at each restart.

## Worked example: ethylene

The chosen inputs are $r_{\rm CC}=1.339\times10^{-10}$ m along $z$, $r_{\rm CH}=1.086\times10^{-10}$ m, an HCH angle of $117.6^\circ$, the STO-3G basis, LDA (Slater exchange, VWN5 correlation) and a fixed grid of 7344 points. The minimal basis makes this a model, not a prediction of the spectrum, and the digits quoted belong to this basis and grid. A finer grid moves the smallest gap from 6.8957 to 6.8919 eV, $\mu_{\max}$ from 2.7786 to 2.7799 and the e-folding time from 51.01 to 51.02 as. In 6-31G and cc-pVDZ, $D-4K$ has two negative eigenvalues and the e-folding time is 45.9 as. The basis can even change the verdict: hydrogen fluoride in LDA is stable in STO-3G ($\mu_{\max}=0.84$) and unstable in cc-pVDZ ($\mu_{\max}=1.56$, 28 as), so the test must be made in the basis of the actual run. There are 8 occupied and 6 virtual orbitals, hence 48 pairs, with gaps from $1.10482\times10^{-18}$ J (6.8957 eV) to $4.44600\times10^{-17}$ J (277.5 eV). A field impulse $I=\int E_z\,dt$ conjugates $P_0$ with $\exp(-ieIz/\hbar)$, giving $x_0=-ikz_{ai}$ with $k=eI/\hbar$, and the induced dipole is $-4e\sum z_{ai}\operatorname{Re}x_{ai}$.

The recurrence and the eigenvalues of $H$ were compared with a finite-difference Jacobian of the full nonlinear step. At 1 as and 10 as the matrix elements agreed to $6\times10^{-10}$ and the roots to better than $10^{-10}$. After a strong kick of $6.0\times10^{-7}$ V s/m the error of the density matrix (Frobenius norm) at 24 as against a fourth-order Runge-Kutta reference was $3.534\times10^{-6}$ for 0.5 as and $8.668\times10^{-7}$ for 0.25 as, an order of $\log_2(3.534/0.8668)=2.03$. The 48-step run used 49 builds, and reversing it returned the initial matrix to $3.9\times10^{-14}$.

The $\pi\to\pi^*$ pair has $\Delta=6.8957$ eV and $4K=2.43925\times10^{-18}$ J $=15.2246$ eV. At $\Delta t=1$ as, $\theta=0.0104765$, $\alpha=15.2246/(2\times6.8957)=1.10392$, $S=1.0975\times10^{-4}$, $\alpha S=1.2116\times10^{-4}$ and the square root is 0.9999451. Thus $c_+=0.9998240$ and $c_-=-1.0000663$, with $\lambda=-1.011581$, as also found in a nonlinear two-level propagation. The rate follows from $\hbar\gamma=\sqrt{6.8957\times(15.2246-6.8957)}=7.5785$ eV, or $\gamma=1.151\times10^{16}$ s$^{-1}$. With $4K$ lowered to $0.9\Delta$ the perturbation stayed bounded.

With all pairs coupled, $D-4K$ has one negative eigenvalue, $-2.74017\times10^{-18}$ J ($-17.10$ eV), and $\mu_{\max}=2.77859$; an explicit Roothaan step amplified the corresponding perturbation by $-2.77859$. The unstable mode has the symmetry of $z$ and $\gamma=1.96039\times10^{16}$ s$^{-1}$, an e-folding time of 51.01 as, well above the single-pair bound. Coupling lowers the lowest $z$-bright physical energy from the pair value 12.35 eV to 10.74 eV while it raises the parasitic rate. One root lies below $-1$ at each step tried, with rates $1.96040$, $1.96053$, $1.96380$, $1.97358$ and $2.00471\times10^{16}$ s$^{-1}$ at 0.25, 1, 5, 10 and 20 as. At 1 as, $c=-1.00019219$ gives $\lambda=-1.00019219-0.0196066=-1.0197988$ and $\lambda^{100}=7.1031$, the growth measured in the nonlinear scheme started on this eigenvector. At the same step the lowest physical energy is 9.6271 eV against the Casida value 9.6272 eV.

The seeds, obtained by projecting $(x_0,x_1)$ on the left eigenvector of the growing mode, are $8.201\times10^{-5}$, $2.048\times10^{-5}$, $5.118\times10^{-6}$ for the first-order starter and $9.804\times10^{-7}$, $1.114\times10^{-7}$, $1.323\times10^{-8}$ for the second-order one, at 1, 0.5 and 0.25 as. The last two steps give powers 2.000 and 3.073. At 1 as the second-order starter gives $t^*\approx13.84\times51.01=706$ as. For $I=1.0\times10^{-9}$ V s/m ($k=1.5193\times10^{6}$ m$^{-1}$, dipole amplitude $6.4862\times10^{-33}$ C m) the dipole error of the linearised recurrence first exceeds the amplitude at 744 as, and the nonlinear run follows the recurrence to within 1% of the amplitude up to that time. For the first-order starter the estimate is $t^*\approx9.41\times51.01=480$ as, and the linearised recurrence breaks down at 518 as. Halving the step with the second-order starter gains $\ln(9.804/1.114)\times51.01=111$ as at twice the cost.

Restarting every 50 steps reduces the largest dipole error in 1200 as from $2.744\times10^{3}$ to $6.0\times10^{-4}$ of the amplitude, with $1200+24=1224$ builds. The linear cycle map at 1 as gives:

| $M$ | $\gamma M\Delta t$ | residual rate (s$^{-1}$) | rate$/\gamma$ |
|---|---|---|---|
| 10 | 0.196 | $-3.4\times10^{7}$ | $-1.7\times10^{-9}$ |
| 50 | 0.980 | $5.9\times10^{10}$ | $3.0\times10^{-6}$ |
| 200 | 3.921 | $1.5\times10^{11}$ | $7.6\times10^{-6}$ |
| 500 | 9.802 | $4.6\times10^{13}$ | $2.3\times10^{-3}$ |
| 1000 | 19.604 | $7.3\times10^{15}$ | 0.37 |

For $M=10$ the spectral radius is just below 1, so even the least damped mode of the cycle decays, though extremely slowly. This is not typical of short intervals: at $M=11$ every mode grows, the fastest at $1.2\times10^{11}$ s$^{-1}$, and in the 6-31G basis the rate at $M=10$ is slightly positive. The rate is not monotonic in $M$; it stays below $1.5\times10^{11}$ s$^{-1}$ for all $M$ from 2 to 100 and below $5\times10^{11}$ s$^{-1}$ up to 260. The estimate $se^{\gamma M\Delta t}$ describes the disturbance of the kicked state in one cycle; it does not fix the sign of the residual rate. The rate stays small well beyond $\gamma M\Delta t=1$. For $M=500$, $\ln\rho=4.581\times10^{13}\times5\times10^{-16}=0.023$, comparable with $9.8\times10^{-7}e^{9.802}=0.018$. That rate already means an e-folding time of $1/(4.581\times10^{13}\ \mathrm{s}^{-1})\approx22$ fs, so an interval shorter than $t^*$ is not by itself safe for a long run. At $M=1000$, where $M\Delta t>t^*$, the residual rate is comparable with $\gamma$ itself.

## Choosing the settings

1. Time step. Keep $\Delta_{\max}\Delta t/\hbar$ below $\pi/2$ with a margin; for the largest gap above it is 0.42 at 1 as. Converge the observable by halving $\Delta t$ and expect a factor of 4 while the alternating part is negligible (3.96 in the example with $M\Delta t=50$ as). Once that part dominates, the ratio is that of the seeds, 8.8 in the example without restarts. The step controls accuracy and should not be used to control the instability.
2. Need for restarts. For a local or semilocal functional and a stable ground state, find the lowest eigenvalue of $D^{1/2}(D-4K)D^{1/2}$ with the Casida solver and the kernel sign reversed. If it is positive, weak-field runs from the ground state need no restart. If it is negative, it equals $-\hbar^2\gamma^2$.
3. Restart interval. The requirement is $se^{\gamma M\Delta t}\ll1$. The choice $M\Delta t\approx1/\gamma$ meets it whenever $s\ll1$, at about 2% extra cost for $M=50$. The residual rate still rises steeply with the step: at $M\Delta t\approx1/\gamma$ it is $8\times10^{9}$ s$^{-1}$ at 0.5 as, $8\times10^{11}$ s$^{-1}$ at 2 as ($M=25$) and $3\times10^{13}$ s$^{-1}$ at 3.5 as ($M=15$). The quantity to hold fixed when the step changes is the time $M\Delta t$. Over a run of length $T$ the residual rate times $T$ must also be small.
4. Starter. Use the second-order starter for the first step and for every restart. The gain grows roughly as $1/\Delta t$; in the example at 1 as it lowers the seed by a factor $8.201\times10^{-5}/9.804\times10^{-7}\approx84$ for one extra build.
5. Monitoring. Watch $\tfrac14\|P_{n+1}-2P_n+P_{n-1}\|$. An alternating part contributes $\|R\|$ in full, since $-R-2R-R=-4R$, while a smooth part of frequency $\omega$ is suppressed by $(\omega\Delta t)^2/4$. Steady exponential growth of this quantity calls for a shorter restart interval. In the linearised example without restarts it rises to twice its early level at about 440 as, while the dipole error is still below 1% of the amplitude. The quantity needs no ground-state rate and can therefore also be followed in strong fields, a case not examined here.

## Computed values

```
Magnus term, 3x3 model, dt=5 as: relative deviation 6.60e-05
inputs: rCC=1.3390e-10 m, rCH=1.0860e-10 m, HCH=117.6 deg
basis 14, occupied 8, virtual 6, pairs 48, grid points 7344
smallest gap: 1.10482e-18 J = 6.8957 eV
largest gap: 4.44600e-17 J = 277.4976 eV
kick 6.0e-07 V s/m, T=24 as: error 3.534e-06 (0.5 as), 8.668e-07 (0.25 as)
observed order 2.027; 49 builds for 48 steps; reversal error 3.9e-14
dt=1 as: Jacobian deviation 6.0e-10, root deviation 6.0e-12
dt=10 as: Jacobian deviation 6.0e-10, root deviation 7.5e-11
lowest Casida energy: 1.54244e-18 J = 9.6272 eV
lowest z-bright energy: 1.72086e-18 J = 10.7407 eV
lowest eigenvalue of D-4K: -2.74017e-18 J = -17.1028 eV
negative eigenvalues of D-4K: 1
gamma_max=1.96039e+16 1/s, e-fold time 51.01 as
gamma (z symmetry)=1.96039e+16 1/s, e-fold time 51.01 as
dt= 0.25 as: roots c<-1: 1, c_min=-1.00001201, rate 1.96040e+16 1/s
dt= 1.00 as: roots c<-1: 1, c_min=-1.00019219, rate 1.96053e+16 1/s
dt= 5.00 as: roots c<-1: 1, c_min=-1.00482452, rate 1.96380e+16 1/s
dt=10.00 as: roots c<-1: 1, c_min=-1.01953837, rate 1.97358e+16 1/s
dt=20.00 as: roots c<-1: 1, c_min=-1.08146002, rate 2.00471e+16 1/s
lowest MMUT physical energy, dt=1 as: 1.54244e-18 J = 9.6271 eV
lambda=-1.0197988; growth in 100 steps: formula 7.1031, run 7.1031
mu_max(D^-1 4K)=2.77859; Roothaan step factor -2.77859
pair gap: 1.10482e-18 J = 6.8957 eV
pair 4K: 2.43925e-18 J = 15.2246 eV
pair: theta=0.010476 rad, alpha=1.10392, c+=0.99982397, c-=-1.00006629
pair: lambda formula -1.0115806, run -1.0115808
pair hbar*omega: 1.97877e-18 J = 12.3505 eV
pair hbar*gamma: 1.21421e-18 J = 7.5785 eV
pair gamma=1.15138e+16 1/s; with 4K=0.9 gap max|x|/eps=1.000
starter order 1: seeds 8.201e-05 2.048e-05 5.118e-06 (1, 0.5, 0.25 as), power 2.000
starter order 2: seeds 9.804e-07 1.114e-07 1.323e-08 (1, 0.5, 0.25 as), power 3.073
kick 1.0e-09 V s/m, k=1.5193e+06 1/m, dipole amplitude 6.4862e-33 C m
breakdown time: 744 as; estimate ln(1/seed)/gamma=706 as
max dipole error/amplitude in 1200 as: no restart 2.744e+03, M=50: 6.014e-04
builds with restart 1224; no-restart idempotency 2.4e-13, trace 4.4e-13
M=  10: gamma*M*dt=0.196, residual rate -3.379e+07 1/s, /gamma -1.72e-09
M=  50: gamma*M*dt=0.980, residual rate 5.862e+10 1/s, /gamma 2.99e-06
M= 200: gamma*M*dt=3.921, residual rate 1.489e+11 1/s, /gamma 7.59e-06
M= 500: gamma*M*dt=9.802, residual rate 4.581e+13 1/s, /gamma 2.34e-03
M=1000: gamma*M*dt=19.604, residual rate 7.278e+15 1/s, /gamma 3.71e-01
```
